Hidden Markov Estimation of Telegraph Noise and the Bias of Threshold Crossing

**The measurement and the model**

In a small silicon transistor, one defect in the oxide near the Si/SiO2 interface can capture an electron from the channel and later emit it. At fixed bias the drain current then jumps between two levels. The average waiting times before capture and emission characterize the defect, but amplifier noise blurs the levels and sampling at intervals dt can miss short visits. The task is to obtain two levels and two rates from such a record.

Let s = 0 denote the empty trap, with current μ0, and s = 1 the filled trap, with current μ1 < μ0. Capture has rate kc and emission rate ke. The measured samples are

x_n = μ_{s_n} + σ z_n,

where the z_n are independent standard normal numbers. The process is stationary, sampling is instantaneous, and σ is the same in both states. Currents are in nA and times in ms, the natural scales here.

**From rates to jump probabilities**

Let P1(t) be the probability that the trap is filled, and K = kc + ke. Gain by capture and loss by emission give

dP1/dt = kc (1 − P1) − ke P1 = kc − K P1.

The stationary occupancies are π1 = kc/K and π0 = ke/K. Deviations from π1 decay as exp(−K t), so

P1(t) = π1 + [P1(0) − π1] exp(−K t).

Write λ = exp(−K dt). Starting from P1(0) = 0 gives the jump probability 0→1. Starting from P1(0) = 1 gives P1(dt) = π1 + π0 λ, and its complement is the jump probability 1→0:

p01 = π1 (1 − λ),  p10 = π0 (1 − λ).

Their sum is 1 − λ and their ratio is kc/ke. Hence

K = −ln(1 − p01 − p10)/dt,
kc = K p01/(p01 + p10),  ke = K p10/(p01 + p10).

Real, finite rates require p01 + p10 < 1. These probabilities include paths that jump several times between samples, so unseen short visits are already accounted for.

**Filtering: the likelihood in linear time**

Let b0 and b1 be the normal densities of a sample around μ0 and μ1. The likelihood is a sum over all 2^N hidden paths of N samples. A recursion avoids the enumeration. Let g_n be the probability of s_n = 1 given the samples before n, and f_n the same probability once x_n is included. Bayes' rule gives

f_n = g_n b1 / [g_n b1 + (1 − g_n) b0].

The next state is filled if a filled trap stays filled or an empty one captures:

g_{n+1} = f_n (1 − p10) + (1 − f_n) p01 = p01 + λ f_n.

The denominator of Bayes' rule is the density of x_n given its past. The product of these conditional densities is the joint density, so

ln L = Σ_n ln[(1 − g_n) b0(x_n) + g_n b1(x_n)].

The recursion starts from g_1 = 1/2. Replacing the stationary prior by this one multiplies L by a factor between 1/(2 max π) and 1/(2 min π). For occupancies bounded away from zero, its effect on ln L per sample vanishes as 1/N.

**Smoothing: using later samples**

Later samples also tell something about s_n. Once s_{n+1} is known, however, the samples after n carry no further information about s_n, because the chain is Markovian and the noise independent. Define the probabilities that the trap was filled at n, given the samples up to n and a next state that is filled (A) or empty (B):

A_n = f_n (1 − p10)/g_{n+1},
B_n = f_n p10/(1 − g_{n+1}).

With γ_n the probability of s_n = 1 given the whole record, averaging over the next state gives

γ_n = A_n γ_{n+1} + B_n (1 − γ_{n+1}),  γ_N = f_N.

The same terms give the expected numbers of 0→1 and 1→0 changes between successive samples (not of all captures and emissions, since a short visit between samples leaves no change):

n01 = Σ_{n<N} (1 − A_n) γ_{n+1},
n10 = Σ_{n<N} B_n (1 − γ_{n+1}).

For an eight-sample record, the likelihood, the γ_n and both counts were tested against explicit summation over all 256 paths.

**Parameter updates**

Let θ stand for all parameters and w(s) for any probability distribution over hidden paths. Since the logarithm is concave, Jensen's inequality gives

ln L(θ) = ln Σ_s w(s) [p(x,s|θ)/w(s)]
 ≥ Σ_s w(s) ln[p(x,s|θ)/w(s)].

Choose w(s) = p(s|x,θ_old). At θ = θ_old the bracket equals L(θ_old) for every path, so the bound touches ln L there. Raising the bound therefore cannot lower ln L. Apart from constants, the bound is

n01 ln p01 + n00 ln(1 − p01) + n10 ln p10 + n11 ln(1 − p10)
 − N ln σ − (1/2σ²) Σ_n [(1 − γ_n)(x_n − μ0)² + γ_n (x_n − μ1)²].

Setting the derivative with respect to p01 to zero gives n01/p01 = n00/(1 − p01), hence p01 = n01/(n00 + n01). The denominator is the expected number of empty samples that have a successor. The other derivatives are treated alike:

p01 = n01/Σ_{n<N}(1 − γ_n),  p10 = n10/Σ_{n<N} γ_n,
μ0 = Σ(1 − γ_n)x_n/Σ(1 − γ_n),  μ1 = Σγ_n x_n/Σγ_n,
σ² = (1/N) Σ[(1 − γ_n)(x_n − μ0)² + γ_n(x_n − μ1)²].

This is expectation maximization. Because bound and ln L touch without crossing, their gradients agree at θ_old. An interior fixed point thus has zero gradient of ln L, but it need not be the global maximum.

**Pseudocode**

    μ0, μ1 ← 90th and 10th percentiles of x
    σ ← (μ0 − μ1)/4;  p01, p10 ← 0.2
    repeat
        g ← 1/2;  n01, n10 ← 0
        for n = 1 to N
            store g_n ← g
            R ← b0(x_n)/b1(x_n), from one exponent
            store f_n ← g/(g + (1 − g) R)
            g ← p01 + (1 − p01 − p10) f_n
        γ_N ← f_N
        for n = N − 1 down to 1
            form A_n, B_n; add to n01, n10
            γ_n ← B_n + (A_n − B_n) γ_{n+1}
        update the five parameters
    until no parameter changes by more than the tolerance
    check μ0 > μ1 and p01 + p10 < 1
    convert p01, p10 to kc, ke

Time and memory both grow as N. Storing f and g in double precision takes 16 bytes per sample; γ can be accumulated into the sums as it is formed.

Working with normalized probabilities prevents the underflow of a product of N densities. For extreme samples b0 and b1 may both underflow, so ln L should be formed with the larger exponent taken out. In exact arithmetic the divisions are safe while the jump probabilities lie strictly between 0 and 1, since g_{n+1} is then an average of p01 and 1 − p10. In double precision, 1 − g_{n+1} can round to zero once p10 falls to about 10⁻¹⁶, as can happen on a record without emissions: there n10 is proportional to p10 once p10 is small, so p10 shrinks by a nearly constant factor per iteration, and with well separated levels it can reach this size within a few iterations. Such a record gives at most an upper bound on ke, and the iteration should then be stopped.

**Why the estimate converges, and its error**

Write S = ∂ln L/∂θ for the score. If the model is right, its mean at the true parameters is

E[S] = ∫ L (∂ln L/∂θ) dx = ∂/∂θ ∫ L dx = 0.

More generally, Jensen's inequality shows that the mean of ln L is largest at the true parameters. (The prior on the first state causes the small correction bounded above.)

Exchanging the names of the two states, with their levels and rates, leaves the data unchanged. The convention μ0 > μ1 removes this freedom. That the lower current belongs to the filled trap is an assumption about the device which the record cannot confirm; if capture raised the current, kc and ke would be exchanged. With it, and with both rates positive, no other parameters give the same data. The Fourier transform of the single-sample distribution is

exp(−σ²q²/2) [π0 exp(iqμ0) + π1 exp(iqμ1)].

The bracket does not decay at large q, so the Gaussian decay fixes σ; the bracket then fixes levels and occupancies. The covariance of neighbouring states is

π1(1 − p10) − π1² = π1[π0 − π0(1 − λ)] = π0 π1 λ,

so that of neighbouring currents is (μ0 − μ1)² π0 π1 λ, which fixes λ. Given the regularity theorem for ergodic hidden Markov models, which is used here without proof, the global maximum over a closed and bounded parameter region with μ0 > μ1 and positive σ, kc and ke, containing the truth in its interior, converges to the truth as N grows.

For a long record, expand the score about the true θ:

0 = S(θ_fit) ≈ S(θ) − J (θ_fit − θ),  J = −∂²ln L/∂θ².

Differentiating E[S] = 0 once more gives E[S Sᵀ] = E[J]. With J close to its mean, the covariance of θ_fit is J⁻¹ E[S Sᵀ] J⁻¹ ≈ J⁻¹. Taking the derivatives with respect to (μ0, μ1, σ, kc, ke) gives standard errors of the rates directly.

Consistency does not remove finite-record bias. Suppose n complete dwells of rate k were observed perfectly, with total length T. The estimate is n/T, and since T has a gamma distribution, E[1/T] = k/(n − 1). The mean estimate is k n/(n − 1), too high by the fraction 1/(n − 1). A record of fixed duration contains a random number of dwells, and its bias is different. The result shows how a finite-record bias can arise, not how large it is in the hidden model.

**What threshold crossing measures**

Place a threshold at the midpoint and set y_n = 1 when x_n lies below it. The true midpoint is taken as known. Either state is misread with probability

ε = Φ(−(μ0 − μ1)/(2σ)),

where Φ is the cumulative normal distribution. The apparent occupancies are

ρ1 = π0 ε + π1(1 − ε) = π1 + ε(π0 − π1),  ρ0 = 1 − ρ1.

A direct capture estimate is the number of 0→1 steps in y divided by dt times the number of samples with y = 0. Its long-record limit follows from the correlation of y. Given the state, the mean of y is ε + (1 − 2ε)s. The noise of neighbouring samples is independent, so their covariance is (1 − 2ε)² π0 π1 λ. The variance of the binary y is ρ0ρ1, and the lag-one correlation is therefore

r = cλ,  c = (1 − 2ε)² π0 π1/(ρ0 ρ1).

The joint probability of y = 1 twice is ρ1² + rρ0ρ1. Subtracting it from ρ1 leaves the probability of an apparent capture (or emission), ρ0ρ1(1 − r). Division by the occupancy of the starting state and by dt gives

kc_thr = ρ1(1 − r)/dt,  ke_thr = ρ0(1 − r)/dt.

**Two opposite errors**

Without misreading, ε = 0, c = 1 and

kc_thr = p01/dt = kc [1 − exp(−K dt)]/(K dt) ≈ kc(1 − K dt/2),

the last form holding for K dt ≪ 1. This is below kc because short visits are missed.

With misreading, split the variance of y into the part due to the state and the part due to noise at fixed state:

ρ0ρ1 = (1 − 2ε)² π0π1 + ε(1 − ε).

Hence 1 − c = ε(1 − ε)/(ρ0ρ1). As dt → 0 at fixed ε,

kc_thr ≈ ρ1(1 − c)/dt = ε(1 − ε)/(ρ0 dt),

which diverges: each new sample is another chance of a false crossing. In an instrument σ may also change with the sampling bandwidth, and ε must then be recalculated.

At large dt, kc_thr tends to ρ1/dt and falls below kc. In between, with u = K dt, the derivative of (1 − cλ)/dt has the sign of c(1 + u)exp(−u) − 1, which is negative. For 0 < ε < 1/2 the capture bias therefore vanishes at one value of dt. For both biases to vanish there, ρ1/ρ0 must equal π1/π0, which requires π0 = π1. For unequal rates the cancellations occur at different intervals.

Applying the logarithmic inversion to the thresholded jumps gives

K_log = −ln r/dt = K − ln c/dt.

It repairs missed visits but keeps the false-crossing excess −ln c/dt. The failure belongs to simple crossing counts, not to every use of thresholded data: the correlation at lag m is cλ^m, so the ratio of lags two and one gives λ without c. That estimator was not tested here.

Levels taken as averages on each side of the threshold behave differently. With φ the normal density and a = (μ0 − μ1)/(2σ), integrating the two truncated Gaussians gives

m1 = μ1 + [(μ0 − μ1)π0 ε − σφ(a)]/ρ1,
m0 = μ0 − [(μ0 − μ1)π1 ε − σφ(a)]/ρ0.

Samples from the wrong state pull the levels together, while truncation pushes them apart, so the errors partly cancel.

**Worked example**

Take levels of 20 and 16 nA, σ = 1 nA, kc = 0.5 and ke = 1 per ms, and dt = 0.1 ms. A trajectory with exponential dwell times was sampled and cut into 200 records of 4000 samples, each lasting 400 ms. The full values are in the numerical output.

Here ε = 0.02275, c = 0.90105 and λ = 0.86071, so r = 0.90105 × 0.86071 = 0.7755. The threshold limits are

kc_thr = 0.34092 × 0.22446/0.1 = 0.765 per ms,
ke_thr = 0.65908 × 0.22446/0.1 = 1.479 per ms.

The whole trajectory gives 0.769 and 1.478 per ms. With a misreading probability near 2 percent, both rates thus come out about half too high in spite of the missed visits. Misreading weighs so much because it acts at every sample, whereas a true capture occurs in about one sample out of thirty.

The counts separate the causes. A record contains on average 133.7 true captures. Noise-free sampling shows 124.2, a net loss of 9.5; noise raises the apparent number to 202.3, a net gain of 78.1. Logarithmic inversion of the threshold data gives K_log = 2.54 per ms instead of 1.5.

Coarser sampling changes the sign of the bias. The limit of kc_thr is 0.567 per ms at dt = 0.2 ms and 0.431 per ms at 0.4 ms. It equals the true 0.5 per ms at 0.275 ms, where ke_thr is already 3 percent low. Finding this interval requires the rates one wants to measure.

The hidden Markov fits give mean rates of 0.506 ± 0.003 and 1.008 ± 0.007 per ms, the uncertainties being standard errors over the 200 records. The deviations from the true rates, 1.1 and 0.8 percent, are 1.7 and 1.1 standard errors. At this precision they do not establish a bias, nor do they exclude one of up to about 2 percent (two standard errors above the deviations). The corresponding threshold biases are 54 and 48 percent.

For a single record, the fitted kc scatters by 0.046 per ms, and the curvature of ln L predicts the same. Perfect continuous observation would give about kc/√133.7 = 0.043 per ms, so noise and sampling add little scatter here.

Shortening the records to 1000 samples raises the root-mean-square error of the fitted kc from 0.046 to 0.094 per ms, close to the factor 2 expected from 1/√N. The threshold error changes merely from 0.276 to 0.309 per ms, because it is mostly bias, which more data do not remove.

The levels are a milder case. Threshold averages are 20.036 and 16.020 nA; truncation wins in the upper level and contamination in the lower. The fitted means are 20.000 and 16.001 nA. Good levels are therefore no evidence of good rates.

With a tolerance of 10⁻⁶ on each parameter (currents in nA), all long records converged within 9 iterations and all short ones within 11.

**Failure modes and checks**

- Poor starts. If one state occupies less than a tenth of the record, both starting percentiles may lie in the other state. Use several starts and keep the largest ln L.
- Too few events. A record with hardly any jumps cannot determine both rates, however many samples it has.
- Sampling too slow. From K = −ln λ/dt, a small error δλ gives |δK| = |δλ|/(λ dt) = |δλ| exp(K dt)/dt, which at fixed δλ grows with dt once K dt exceeds 1. The error δλ itself depends on dt and N. For equal rates and noise-free samples each jump probability is p = (1 − λ)/2, estimated from N/2 samples, so δλ² = 4p(1 − p)/N = (1 − λ²)/N and δK² = [exp(2K dt) − 1]/(N dt²). At fixed N this is smallest near K dt = 0.8; at fixed duration N dt it grows with dt for every dt. If the fit has λ ≤ 0, report that the rates are unresolved.
- Unequal noise widths. If each state has its own σ, one level can settle on a single sample while its width shrinks to zero, and L grows without bound. A lower limit on the widths is then needed.
- Wrong model. Drift, filtering, coloured noise or a second trap invalidate the consistency argument. The fit may still converge smoothly.

Two checks address the last case. First, refit every second sample: under the model, the rates should agree. The two fits share data, so for long records the variance of their difference is about the variance of the half-record fit minus that of the full fit. This can be much smaller than either error, and it is the scale to compare with. Agreement alone does not prove the model, since a slow disturbance can affect both fits alike. Second, compute

v_n = (1 − g_n) Φ((x_n − μ0)/σ) + g_n Φ((x_n − μ1)/σ).

This is the cumulative probability of x_n given its past. If model and parameters are right, it is uniform between 0 and 1 whatever the past was, so the v_n are also independent. With fitted parameters this holds approximately for long records. Correlated v_n point either to a poor fit, such as a local maximum, or to memory that the two-state model does not contain.

Table of computed values

```
Levels mu0, mu1; noise sigma: 20.0, 16.0; 1.0 nA
True rates kc, ke: 0.500, 1.000 1/ms
Sampling interval: 0.10 ms; midpoint: 18.0 nA
Records: 200; samples each: 4000
Record duration: 400.0 ms
Jump probabilities p01, p10: 0.04643, 0.09286
Memory factor lambda: 0.86071
Misread probability eps: 0.02275
True occupancies pi0, pi1: 0.66667, 0.33333
Apparent occupancies rho0, rho1: 0.65908, 0.34092
Contrast c: 0.90105; correlation r: 0.77554
Captures per record, true/sampled/apparent: 133.7 / 124.2 / 202.3
Noise-free crossing limits kc, ke: 0.4643, 0.9286 1/ms
Noise-free crossing simulation kc, ke: 0.4668, 0.9279 1/ms
Threshold at dt=0.1 ms, formula kc, ke: 0.7652, 1.4794 1/ms
Threshold at dt=0.1 ms, simulation kc, ke: 0.7688, 1.4781 1/ms
Threshold at dt=0.2 ms, formula kc, ke: 0.5667, 1.0957 1/ms
Threshold at dt=0.2 ms, simulation kc, ke: 0.5695, 1.0935 1/ms
Threshold at dt=0.4 ms, formula kc, ke: 0.4308, 0.8329 1/ms
Threshold at dt=0.4 ms, simulation kc, ke: 0.4339, 0.8342 1/ms
Interval where threshold kc is unbiased: 0.2753 ms
Threshold ke at that interval: 0.9666 1/ms
Log-inverted threshold kc+ke, formula/simulation: 2.5419 / 2.5450 1/ms
Threshold levels, formula: 20.0359, 16.0196 nA
Threshold levels, simulation: 20.0359, 16.0198 nA
HMM mu0: mean 20.0003, error of mean 0.0014, scatter 0.0202 nA
HMM mu0: curvature standard error 0.0196 nA
HMM mu1: mean 16.0008, error of mean 0.0021, scatter 0.0299 nA
HMM mu1: curvature standard error 0.0288 nA
HMM sigma: mean 1.0002, error of mean 0.0008, scatter 0.0113 nA
HMM sigma: curvature standard error 0.0116 nA
HMM kc: mean 0.5056, error of mean 0.0032, scatter 0.0459 1/ms
HMM kc: curvature standard error 0.0460 1/ms
HMM ke: mean 1.0077, error of mean 0.0068, scatter 0.0957 1/ms
HMM ke: curvature standard error 0.0970 1/ms
Threshold kc: mean 0.7701, scatter 0.0552 1/ms
Relative bias of kc, HMM/threshold: 1.12 / 54.03 percent
HMM kc rms error, 1000/4000 samples: 0.0940 / 0.0461 1/ms
Threshold kc rms error, 1000/4000 samples: 0.3092 / 0.2757 1/ms
Threshold ke: mean 1.4845, scatter 0.1235 1/ms
Relative bias of ke, HMM/threshold: 0.77 / 48.45 percent
HMM ke rms error, 1000/4000 samples: 0.2188 / 0.0958 1/ms
Threshold ke rms error, 1000/4000 samples: 0.5590 / 0.4999 1/ms
HMM iterations, long/short: 9 / 11
Largest scaled score at the fits: 7.9e-05
Largest mean true score / its error: 1.30
```
